# Debugging a numerical check: Havriliak–Negami Exponents from the End Angles of a Permittivity Plot

```python
# Result under test: for the Havriliak-Negami permittivity
#   eps* = eps' - i eps'' = eps_inf + (eps_s - eps_inf) / (1 + (i w tau)^a)^b,
#   0 < a <= 1, b > 0, a*b <= 1,
# the plot of eps'' against eps' meets the real axis at the interior angles
# pi*a/2 (low frequency) and pi*a*b/2 (high frequency).
# w: angular frequency, tau: relaxation time, x = w*tau,
# eps_s, eps_inf: static and high-frequency permittivity.
# A chord angle joins an end point on the axis to the point at frequency w.
import numpy as np
import mpmath as mp
from scipy.constants import epsilon_0, k as k_B, e as q_e, c as c_light
from scipy.optimize import minimize_scalar, brentq

mp.mp.dps = 60


def hn(x, a, b):
    """Normalised relaxation function, 1 at x=0 and 0 at infinite x."""
    return (1 + (1j * x) ** a) ** (-b)


def low_angle(eps, eps_static):
    return np.arctan2(-np.imag(eps), eps_static - np.real(eps))


def high_angle(eps, eps_infinite):
    return np.arctan2(-np.imag(eps), np.real(eps) - eps_infinite)


def mp_angles(func, x_low, x_high):
    lo, hi = func(x_low), func(x_high)
    return mp.atan2(-lo.imag, 1 - lo.real), mp.atan2(-hi.imag, hi.real)


def peak_formula(a, b):
    c = np.pi * a / (2 * (b + 1))
    x_peak = (np.sin(c) / np.sin(b * c)) ** (1 / a)
    height = np.sin(b * c) * (np.sin(b * c) / np.sin(np.pi * a / 2)) ** b
    return x_peak, height


def peak_numeric(func):
    res = minimize_scalar(lambda u: np.imag(func(np.exp(u))),
                          bounds=(-12, 12), method="bounded",
                          options={"xatol": 1e-10})
    return np.exp(res.x), -res.fun


print("Limiting chord angles computed from the definition (degrees)")
cases = [(0.8, 0.5), (0.5, 1.6), (1.0, 0.4), (0.6, 1.0), (0.8, 1.25), (1.0, 1.0)]
for a, b in cases:
    small = mp.mpf(10) ** -6                 # value of x^a, then of x^(-a)
    x_low, x_high = small ** (1 / mp.mpf(a)), small ** (-1 / mp.mpf(a))
    th_l, th_h = mp_angles(lambda x: hn(x, a, b), x_low, x_high)
    lim_l, lim_h = mp.pi * a / 2, mp.pi * a * b / 2
    assert abs(th_l - lim_l) < 1e-5 and abs(th_h - lim_h) < 1e-5
    # leading finite-frequency corrections, also in terms of the chord length
    s = mp.sin(mp.pi * a / 2)
    assert abs((lim_l - th_l) / ((b + 1) / 2 * small * s) - 1) < 1e-4
    assert abs((lim_h - th_h) / (b * small * s) - 1) < 1e-4
    r = abs(1 - hn(x_low, a, b))
    assert abs((lim_l - th_l) / ((b + 1) / (2 * b) * s * r) - 1) < 1e-4
    # tangent angle of the plotted arc from finite differences
    x = np.logspace(-4, 4, 161) ** (1 / a)
    h = 1e-4
    diff = hn(x * np.exp(h), a, b) - hn(x * np.exp(-h), a, b)
    psi = np.arctan2(-diff.imag, -diff.real)
    psi_formula = np.pi * a / 2 - (b + 1) * np.angle(1 + (1j * x) ** a)
    inner = slice(40, 121)                   # away from rounding at the ends
    assert np.max(np.abs(psi - psi_formula)[inner]) < 1e-6
    assert np.all(np.diff(psi[inner]) < 0)   # concave arc
    # chord angles approach their limits from below, monotonically
    chord_l, chord_h = low_angle(hn(x, a, b), 1), high_angle(hn(x, a, b), 0)
    assert np.all(np.diff(chord_l) < 0) and np.all(np.diff(chord_h) > 0)
    assert chord_l[0] < float(lim_l) and chord_h[-1] < float(lim_h)
    # loss peak
    xp, hp = peak_numeric(lambda y: hn(y, a, b))
    xf, hf = peak_formula(a, b)
    assert abs(xp / xf - 1) < 1e-5 and abs(hp / hf - 1) < 1e-8
    print(f"  a={a:.2f} b={b:.2f}: low {float(mp.degrees(th_l)):.3f},"
          f" high {float(mp.degrees(th_h)):.3f}")

# ---------------- worked example: round model parameters ----------------
eps_s, eps_inf, a, b, tau, temp = 9.0, 3.0, 0.8, 0.5, 1e-3, 340.0
strength = eps_s - eps_inf
deg = np.degrees


def model(f):
    return eps_inf + strength * hn(2 * np.pi * f * tau, a, b)


print(f"Model: eps_s={eps_s}, eps_inf={eps_inf}, a={a}, b={b},"
      f" tau={tau*1e3:.1f} ms, T={temp:.0f} K")
f1, f2, f3 = 1.0, 2.0, 1e6
for f in (f1, f2, 100.0, 1e4, f3):
    v = model(f)
    print(f"  f={f:.0f} Hz: eps'={v.real:.5f}, eps''={-v.imag:.5f}")
t1, t2 = low_angle(model(f1), eps_s), low_angle(model(f2), eps_s)
r1, r2 = [abs(eps_s - model(f)) / strength for f in (f1, f2)]
t0 = t1 + (t1 - t2) * r1 / (r2 - r1)          # straight line to r = 0
th = high_angle(model(f3), eps_inf)
a_rec, b_rec = 2 * t0 / np.pi, th / t0
assert abs(a_rec - a) < 1e-3 and abs(b_rec - b) < 2e-3
assert abs(t0 - np.pi * a / 2) < abs(t1 - np.pi * a / 2) / 10
print(f"Low chord angle at 1 Hz: {deg(t1):.3f} deg, r={r1:.6f}")
print(f"Low chord angle at 2 Hz: {deg(t2):.3f} deg, r={r2:.6f}")
print(f"Low angle extrapolated to r=0: {deg(t0):.3f} deg = {t0:.4f} rad")
print(f"High chord angle at 1 MHz: {deg(th):.3f} deg = {th:.4f} rad")
print(f"Recovered exponents: a={a_rec:.4f}, b={b_rec:.4f}")
print(f"Without extrapolation (1 Hz): a={2*t1/np.pi:.4f}, b={th/t1:.4f}")

# same two angles from another relaxation function
p, q = a * b, 1 / b


def other(x):
    return 1 - (1 + (1j * x) ** (-p)) ** (-q)


o_l, o_h = mp_angles(other, mp.mpf(10) ** -25, mp.mpf(10) ** 25)
assert abs(o_l - mp.pi * a / 2) < 1e-6 and abs(o_h - mp.pi * a * b / 2) < 1e-6
x_peak, height = peak_numeric(lambda x: hn(x, a, b))
_, other_height = peak_numeric(other)
assert abs(height - other_height) > 0.02
print(f"Loss peak: f={x_peak/(2*np.pi*tau):.2f} Hz,"
      f" eps''={strength*height:.4f}, eps''/strength={height:.4f}")
print(f"Other function, p={p:.2f}, q={q:.2f}: angles {float(mp.degrees(o_l)):.3f},"
      f" {float(mp.degrees(o_h)):.3f} deg")
print(f"  its peak eps''/strength={other_height:.4f}")

# ---------------- sizes of neglected effects ----------------
print("Neglected effects: shift of the chord angle (degrees)")
d_end = 0.01
s_lo = low_angle(model(f1), eps_s + d_end) - t1
s_hi = high_angle(model(f3), eps_inf + d_end) - th
print(f"  eps_s too high by {d_end}, at 1 Hz: {deg(s_lo):+.2f}")
print(f"  eps_inf too high by {d_end}, at 1 MHz: {deg(s_hi):+.2f}")

sigma = 1e-11                                 # S/m


def dc_loss(f):
    return sigma / (epsilon_0 * 2 * np.pi * f)


raw = low_angle(model(f1) - 1j * dc_loss(f1), eps_s)
left = low_angle(model(f1) - 0.01j * dc_loss(f1), eps_s)
f_dc = 1e-4
dc_end = low_angle(model(f_dc) - 1j * dc_loss(f_dc), eps_s)
assert abs(dc_end - np.pi / 2) < 1e-4
f_cross = brentq(lambda f: dc_loss(f) + model(f).imag, 0.01, 100)
print(f"  conductivity {sigma/100:.0e} S/cm: dc loss at 1 Hz = {dc_loss(f1):.4f}")
print(f"  dc loss equals relaxation loss at {f_cross:.3f} Hz")
print(f"  dc loss not subtracted, at 1 Hz: {deg(raw-t1):+.2f}")
print(f"  1 percent of dc loss left, at 1 Hz: {deg(left-t1):+.2f}")
print(f"  angle itself with dc loss at {f_dc:.0e} Hz: {deg(dc_end):.3f}")

thick, layer = 50e-6, 20e-9                   # sample, both blocking layers (m)
part = layer / thick
bulk = model(f1) - 1j * dc_loss(f1)
cell = 1 / ((1 - part) / bulk + part / model(f1)) + 1j * dc_loss(f1)
print(f"  blocking layers {layer*1e9:.0f} nm in {thick*1e6:.0f} um, dc subtracted,"
      f" 1 Hz: {deg(low_angle(cell, eps_s)-t1):+.3f}")

drift, e_act = 0.1, 3.0                       # K, apparent activation energy (eV)
t_new = temp + drift
tau_new = tau * np.exp(e_act * q_e / k_B * (1 / t_new - 1 / temp))
warm = eps_inf + strength * temp / t_new * hn(2 * np.pi * f1 * tau_new, a, b)
print(f"  drift {drift} K (strength ~ 1/T, {e_act} eV), 1 Hz:"
      f" {deg(low_angle(warm, eps_s)-t1):+.2f}")

s2, a2, tau2 = 0.2, 0.5, 1e-7                 # secondary Cole-Cole process


def second(f):
    return s2 * hn(2 * np.pi * f * tau2, a2, 1.0)


sec_hi = high_angle(model(f3) + second(f3), eps_inf) - th
sec_lo = low_angle(model(f1) + second(f1), eps_s + s2) - t1


def two_processes(x):
    return (strength * hn(x, a, b) + s2 * hn(x * tau2 / tau, a2, 1.0)) / (strength + s2)


sec_lim, _ = mp_angles(two_processes, mp.mpf(10) ** -40, mp.mpf(10) ** 40)
assert abs(sec_lim - mp.pi * a2 / 2) < 1e-6
print(f"  secondary process: strength {s2}, exponent {a2}, tau {tau2*1e6:.1f} us")
print(f"    at 1 MHz {deg(sec_hi):+.2f}, at 1 Hz {deg(sec_lo):+.2f}")
print(f"    true zero-frequency angle with it: {float(mp.degrees(sec_lim)):.3f}")

area, lead = 3e-4, 1.0                        # m^2, ohm
c_empty = epsilon_0 * area / thick
seen = model(f3) / (1 + 2j * np.pi * f3 * lead * c_empty * model(f3))
print(f"  lead {lead} ohm, empty cell {c_empty*1e12:.1f} pF, 1 MHz:"
      f" {deg(high_angle(seen, eps_inf)-th):+.2f}")

volt, dipole_debye = 1.0, 2.0
field = volt / thick
dipole = dipole_debye * 1e-21 / c_light       # one debye = 1e-21/c coulomb metre
print(f"Field for {volt} V: {field*1e-8:.1e} MV/cm; dipole {dipole_debye} D:"
      f" mu*E/kT={dipole*field/(k_B*temp):.1e}")
print("no test failed")
```

Output of this version:

```
Limiting chord angles computed from the definition (degrees)
  a=0.80 b=0.50: low 72.000, high 36.000
  a=0.50 b=1.60: low 45.000, high 72.000
  a=1.00 b=0.40: low 90.000, high 36.000
  a=0.60 b=1.00: low 54.000, high 54.000
  a=0.80 b=1.25: low 72.000, high 90.000
  a=1.00 b=1.00: low 90.000, high 90.000
Model: eps_s=9.0, eps_inf=3.0, a=0.8, b=0.5, tau=1.0 ms, T=340 K
  f=1 Hz: eps'=8.98341, eps''=0.04901
  f=2 Hz: eps'=8.97043, eps''=0.08481
  f=100 Hz: eps'=7.95337, eps''=1.25316
  f=10000 Hz: eps'=3.93236, eps''=0.65331
  f=1000000 Hz: eps'=3.14686, eps''=0.10660
Low chord angle at 1 Hz: 71.296 deg, r=0.008625
Low chord angle at 2 Hz: 70.778 deg, r=0.014969
Low angle extrapolated to r=0: 71.999 deg = 1.2566 rad
High chord angle at 1 MHz: 35.975 deg = 0.6279 rad
Recovered exponents: a=0.8000, b=0.4997
Without extrapolation (1 Hz): a=0.7922, b=0.5046
Loss peak: f=338.08 Hz, eps''=1.5959, eps''/strength=0.2660
Other function, p=0.40, q=2.00: angles 72.000, 36.000 deg
  its peak eps''/strength=0.1948
Neglected effects: shift of the chord angle (degrees)
  eps_s too high by 0.01, at 1 Hz: -9.78
  eps_inf too high by 0.01, at 1 MHz: +1.94
  conductivity 1e-13 S/cm: dc loss at 1 Hz = 0.1798
  dc loss equals relaxation loss at 2.066 Hz
  dc loss not subtracted, at 1 Hz: +14.56
  1 percent of dc loss left, at 1 Hz: +0.62
  angle itself with dc loss at 1e-04 Hz: 90.000
  blocking layers 20 nm in 50 um, dc subtracted, 1 Hz: -0.024
  drift 0.1 K (strength ~ 1/T, 3.0 eV), 1 Hz: -1.86
Traceback (most recent call last):
  File "check.py", line 189, in <module>
    assert abs(sec_lim - mp.pi * a2 / 2) < 1e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The physics was right; the fault was rounding in the test of the zero-frequency angle with a secondary process. The sum of the two strengths (6.0 + 0.2) that normalises the curve was formed in double precision, leaving an error near 1e-16 in the static value, far larger than the distance of about 1e-23 from the end point whose angle was being measured. The sum is now formed in 60-digit arithmetic like the rest of that function. The tested quantity, its tolerance and all other cases are unchanged.

The change:

```diff
@@ -183,5 +183,8 @@
 
 def two_processes(x):
-    return (strength * hn(x, a, b) + s2 * hn(x * tau2 / tau, a2, 1.0)) / (strength + s2)
+    """Normalised sum; strengths are added in high precision because the
+    distance from the static end point is far below double rounding."""
+    d1, d2 = mp.mpf(strength), mp.mpf(s2)
+    return (d1 * hn(x, a, b) + d2 * hn(x * tau2 / tau, a2, 1.0)) / (d1 + d2)
 
 
```

After the repair:

```
Limiting chord angles computed from the definition (degrees)
  a=0.80 b=0.50: low 72.000, high 36.000
  a=0.50 b=1.60: low 45.000, high 72.000
  a=1.00 b=0.40: low 90.000, high 36.000
  a=0.60 b=1.00: low 54.000, high 54.000
  a=0.80 b=1.25: low 72.000, high 90.000
  a=1.00 b=1.00: low 90.000, high 90.000
Model: eps_s=9.0, eps_inf=3.0, a=0.8, b=0.5, tau=1.0 ms, T=340 K
  f=1 Hz: eps'=8.98341, eps''=0.04901
  f=2 Hz: eps'=8.97043, eps''=0.08481
  f=100 Hz: eps'=7.95337, eps''=1.25316
  f=10000 Hz: eps'=3.93236, eps''=0.65331
  f=1000000 Hz: eps'=3.14686, eps''=0.10660
Low chord angle at 1 Hz: 71.296 deg, r=0.008625
Low chord angle at 2 Hz: 70.778 deg, r=0.014969
Low angle extrapolated to r=0: 71.999 deg = 1.2566 rad
High chord angle at 1 MHz: 35.975 deg = 0.6279 rad
Recovered exponents: a=0.8000, b=0.4997
Without extrapolation (1 Hz): a=0.7922, b=0.5046
Loss peak: f=338.08 Hz, eps''=1.5959, eps''/strength=0.2660
Other function, p=0.40, q=2.00: angles 72.000, 36.000 deg
  its peak eps''/strength=0.1948
Neglected effects: shift of the chord angle (degrees)
  eps_s too high by 0.01, at 1 Hz: -9.78
  eps_inf too high by 0.01, at 1 MHz: +1.94
  conductivity 1e-13 S/cm: dc loss at 1 Hz = 0.1798
  dc loss equals relaxation loss at 2.066 Hz
  dc loss not subtracted, at 1 Hz: +14.56
  1 percent of dc loss left, at 1 Hz: +0.62
  angle itself with dc loss at 1e-04 Hz: 90.000
  blocking layers 20 nm in 50 um, dc subtracted, 1 Hz: -0.024
  drift 0.1 K (strength ~ 1/T, 3.0 eV), 1 Hz: -1.86
  secondary process: strength 0.2, exponent 0.5, tau 0.1 us
    at 1 MHz -6.46, at 1 Hz -0.08
    true zero-frequency angle with it: 45.000
  lead 1.0 ohm, empty cell 53.1 pF, 1 MHz: +0.88
Field for 1.0 V: 2.0e-04 MV/cm; dipole 2.0 D: mu*E/kT=2.8e-05
no test failed
```
